# Longitudinal Phonon Energy of an Oxide from Its Dielectric Constants: test program

```python
# Result under test: E_L = E_T * sqrt(e_0 / e_inf) for one polar mode
# (Lyddane-Sachs-Teller relation).
# E_T, E_L : transverse and longitudinal phonon energies
# e_0, e_inf : static and electronic dielectric constants
# Independent road: a CsCl-type lattice of charged polarizable ions, with
# dipole fields summed by Ewald's method at a small wavevector along z.
# Lattice algebra is in atomic units; phonon energies outside it are in meV.
import numpy as np
from scipy import constants as const
from scipy.optimize import brentq
from scipy.special import erfc

HARTREE_MEV = 1000 * const.physical_constants["Hartree energy in eV"][0]
BOHR_ANG = const.physical_constants["Bohr radius"][0] * 1e10
AMU = const.atomic_mass / const.electron_mass

e_0, e_inf, E_T = 9.0, 4.0, 40.0
E_L = E_T * np.sqrt(e_0 / e_inf)


def dipole_field(axis, offset, cell, q):
    """Field along axis at a site per unit dipole wave on one sublattice."""
    line = np.arange(-4, 5)
    n = np.array(np.meshgrid(line, line, line)).reshape(3, -1).T
    eta = 2.0 / cell
    r = (n + offset) * cell
    dist = np.linalg.norm(r, axis=1)
    r, dist = r[dist > 1e-9], dist[dist > 1e-9]
    gauss = 2 * eta / np.sqrt(np.pi) * np.exp(-(eta * dist) ** 2)
    b = erfc(eta * dist) / dist**3 + gauss / dist**2
    c = (3 * erfc(eta * dist) / dist**5
         + gauss * (2 * eta**2 + 3 / dist**2) / dist**2)
    near = np.sum((c * r[:, axis] ** 2 - b) * np.cos(q * r[:, 2]))
    k = 2 * np.pi * n / cell + np.array([0.0, 0.0, q])
    k2 = np.sum(k**2, axis=1)
    far = -4 * np.pi / cell**3 * np.sum(
        k[:, axis] ** 2 / k2 * np.exp(-k2 / (4 * eta**2))
        * np.cos(2 * np.pi * offset * n.sum(axis=1)))
    own = 4 * eta**3 / (3 * np.sqrt(np.pi)) if offset == 0 else 0.0
    return near + far + own


def lattice_results(ion_charge, alpha, spring, masses, cell):
    """Mode energies and dielectric response from forces and dipoles."""
    total = masses.sum()
    mu = masses.prod() / total
    # ion displacements are (m2, -m1)/total times the relative displacement
    zc = ion_charge * masses[::-1] / total
    q = 1e-4 * 2 * np.pi / cell

    def response(axis):
        same = dipole_field(axis, 0.0, cell, q)
        other = dipole_field(axis, 0.5, cell, q)
        t = np.array([[same, other], [other, same]])
        m = np.eye(2) - t @ np.diag(alpha)
        field_w = np.linalg.solve(m, t @ zc)
        field_ext = np.linalg.solve(m, np.ones(2))
        return (spring - zc @ field_w, zc @ field_ext,
                np.sum(zc + alpha * field_w), np.sum(alpha * field_ext))

    stiff_t, _, born, _ = response(0)
    stiff_l, force, dip_w, dip_ext = response(2)

    def epsilon(omega, clamped=False):
        w = 0.0 if clamped else force / (stiff_l - mu * omega**2)
        polarization = (dip_ext + dip_w * w) / cell**3
        return 1 / (1 - 4 * np.pi * polarization)

    return dict(T=np.sqrt(stiff_t / mu) * HARTREE_MEV,
                L=np.sqrt(stiff_l / mu) * HARTREE_MEV,
                static=epsilon(0.0), electronic=epsilon(0.0, True),
                born=born, added=stiff_l - stiff_t, epsilon=epsilon)


# Lattice whose inputs are chosen for e_0, e_inf and E_T, never for E_L
masses = np.array([64.0, 16.0]) * AMU
mu = masses.prod() / masses.sum()
volume_ang = 24.0
volume = volume_ang / BOHR_ANG**3
cell = volume ** (1 / 3)
omega_t = E_T / HARTREE_MEV
born = np.sqrt((e_0 - e_inf) * omega_t**2 * mu * volume / (4 * np.pi))
ion_charge = 3 * born / (e_inf + 2)
lorentz = 4 * np.pi / (3 * volume)
alpha_sum = (e_inf - 1) / (e_inf + 2) / lorentz
spring = (mu * omega_t**2
          + ion_charge**2 * lorentz / (1 - lorentz * alpha_sum))
lat = lattice_results(ion_charge, alpha_sum * np.array([0.2, 0.8]),
                      spring, masses, cell)
assert np.isclose(lat["T"], E_T, rtol=1e-4)
assert np.isclose(lat["static"], e_0, rtol=1e-4)
assert np.isclose(lat["electronic"], e_inf, rtol=1e-4)
assert np.isclose(lat["born"], born, rtol=1e-4)
assert np.isclose(lat["L"], E_L, rtol=1e-4)
assert np.isclose(lat["added"], 4 * np.pi * born**2 / (volume * e_inf),
                  rtol=1e-4)


def eps_mode(energy):
    return e_inf + (e_0 - e_inf) * E_T**2 / (E_T**2 - energy**2)


probe = 50.0
eps_probe = lat["epsilon"](probe / HARTREE_MEV)
assert np.isclose(eps_probe, eps_mode(probe), rtol=1e-3)
factored = e_inf * (E_L**2 - probe**2) / (E_T**2 - probe**2)
assert np.isclose(eps_probe, factored, rtol=1e-3)
assert np.isclose(brentq(eps_mode, 45, 100), E_L, rtol=1e-9)

# A second lattice with unrelated parameters
other = lattice_results(1.2, 0.4 / lorentz * np.array([0.5, 0.5]), 0.09,
                        np.array([40.0, 20.0]) * AMU, cell)
ratio_modes = (other["L"] / other["T"]) ** 2
ratio_eps = other["static"] / other["electronic"]
assert np.isclose(ratio_modes, ratio_eps, rtol=1e-4)

# Two transverse modes sharing the ionic strength equally
E_T2 = 50.0
half = (e_0 - e_inf) / 2


def eps_two(energy):
    return (e_inf + half * E_T**2 / (E_T**2 - energy**2)
            + half * E_T2**2 / (E_T2**2 - energy**2))


low_L = brentq(eps_two, E_T + 1e-6, E_T2 - 1e-6)
high_L = brentq(eps_two, E_T2 + 1e-6, 200)
assert np.isclose((low_L * high_L / (E_T * E_T2)) ** 2, e_0 / e_inf)

# Phonon damping: complex zero of the dielectric function
gamma = 10.0
zeros = np.roots([-e_inf, -1j * e_inf * gamma, e_0 * E_T**2])
damped = zeros[np.argmax(zeros.real)]
assert damped.imag < 0 and abs(damped.real - E_L) < 1

# Free carriers: Drude term added to the dielectric function
carrier_mass, mobility = 0.3, 10.0
scatter = 1000 * const.hbar / (carrier_mass * const.electron_mass
                               * mobility * 1e-4)


def carrier_mode(density_cm3, rate):
    density = density_cm3 * (BOHR_ANG * 1e-8) ** 3
    plasma2 = 4 * np.pi * density / carrier_mass * HARTREE_MEV**2
    phonon = np.array([-e_inf, 0, e_0 * E_T**2])
    poly = np.polysub(np.polymul(phonon, [1, 1j * rate, 0]),
                      plasma2 * np.array([-1, 0, E_T**2]))
    roots = np.roots(poly)
    return roots[np.argmin(abs(roots - E_L))], np.sqrt(plasma2 / e_inf)


free17, plasma17 = carrier_mode(1e17, 0.0)
free18, plasma18 = carrier_mode(1e18, 0.0)
scattered18, _ = carrier_mode(1e18, scatter)
assert E_L < free17.real < free18.real
assert abs(scattered18.real - E_L) < abs(free18.real - E_L)
assert scattered18.imag < 0

# Dispersion of the electronic response, one oscillator at 3 eV
electron_energy = 3000.0
dispersive_L = brentq(
    lambda x: eps_mode(x) - e_inf + 1
    + (e_inf - 1) / (1 - (x / electron_energy) ** 2), 45, 100)
assert abs(dispersive_L - E_L) < 0.1

# Retardation of the transverse mode
q_nm = 0.01
light = const.hbar * const.c * q_nm * 1e9 / const.e * 1000
polariton = brentq(lambda x: eps_mode(x) * x**2 - light**2,
                   39, E_T - 1e-6)
assert 0 < E_T - polariton < 0.1

# Trial thermal softening with charge, volume and e_inf fixed
soft_T = 0.99 * E_T
soft_spring = spring - mu * (omega_t**2 - (soft_T / HARTREE_MEV) ** 2)
soft = lattice_results(ion_charge, alpha_sum * np.array([0.2, 0.8]),
                       soft_spring, masses, cell)
assert np.isclose(soft["T"], soft_T, rtol=1e-4)
assert np.isclose(soft["L"] ** 2 - soft_T**2, E_L**2 - E_T**2, rtol=1e-3)

temperature = 300.0
thermal = const.k * temperature / const.e * 1000
occupation = 1 / np.expm1(E_L / thermal)

# Static ionic displacement in a macroscopic field of 1 MV/cm
field_mv_cm = 1.0
field_au = field_mv_cm * 1e8 / const.physical_constants[
    "atomic unit of electric field"][0]
shift_ang = born * field_au / (mu * omega_t**2) * BOHR_ANG
spacing_ang = np.sqrt(3) / 2 * cell * BOHR_ANG
assert shift_ang / spacing_ang < 0.01


def show(label, value, digits, unit=""):
    print(f"{label}: {value:.{digits}f} {unit}".rstrip())


show("Static dielectric constant", e_0, 1)
show("Electronic dielectric constant", e_inf, 1)
show("Transverse energy", E_T, 1, "meV")
show("Ratio of dielectric constants", e_0 / e_inf, 3)
show("Square root of ratio", np.sqrt(e_0 / e_inf), 3)
show("Longitudinal energy", E_L, 2, "meV")
show("Longitudinal energy, converted", E_L / 1000, 4, "eV")
show("Dielectric function at longitudinal energy", abs(eps_mode(E_L)), 6)
show("Slip: square root omitted", E_T * e_0 / e_inf, 1, "meV")
show("Slip: ratio inverted", E_T * np.sqrt(e_inf / e_0), 1, "meV")
show("Lattice: cation mass", masses[0] / AMU, 1, "u")
show("Lattice: anion mass", masses[1] / AMU, 1, "u")
show("Lattice: volume per ion pair", volume_ang, 1, "angstrom^3")
show("Lattice: Born charge", lat["born"], 3, "e")
show("Lattice: static constant", lat["static"], 4)
show("Lattice: electronic constant", lat["electronic"], 4)
show("Lattice: transverse energy", lat["T"], 3, "meV")
show("Lattice: longitudinal energy", lat["L"], 3, "meV")
show("Lattice: dielectric function at 50 meV", eps_probe, 3)
show("Second lattice: squared energy ratio", ratio_modes, 5)
show("Second lattice: dielectric ratio", ratio_eps, 5)
show("Two modes: second transverse energy", E_T2, 1, "meV")
show("Two modes: lower longitudinal energy", low_L, 2, "meV")
show("Two modes: upper longitudinal energy", high_L, 2, "meV")
show("Phonon damping", gamma, 1, "meV")
show("Damped longitudinal energy", damped.real, 2, "meV")
show("Carrier mass", carrier_mass, 2, "electron masses")
show("Screened plasmon at 1e17 cm^-3", plasma17, 1, "meV")
show("Screened plasmon at 1e18 cm^-3", plasma18, 1, "meV")
show("Upper mode, 1e17 cm^-3, no scattering", free17.real, 2, "meV")
show("Upper mode, 1e18 cm^-3, no scattering", free18.real, 2, "meV")
show("Carrier mobility", mobility, 1, "cm2/Vs")
show("Carrier scattering energy", scatter, 0, "meV")
show("Mode, 1e18 cm^-3, with scattering", scattered18.real, 2, "meV")
show("Its full width from carriers", -2 * scattered18.imag, 2, "meV")
show("Electronic oscillator energy", electron_energy / 1000, 1, "eV")
show("Longitudinal energy with dispersion", dispersive_L, 3, "meV")
show("Wavevector for retardation test", q_nm, 3, "nm^-1")
show("Retarded transverse energy", polariton, 3, "meV")
show("Softened transverse energy", soft["T"], 2, "meV")
show("Longitudinal energy after softening", soft["L"], 2, "meV")
show("Temperature", temperature, 0, "K")
show("Thermal energy", thermal, 2, "meV")
show("Longitudinal phonon occupation", occupation, 3)
show("Applied macroscopic field", field_mv_cm, 1, "MV/cm")
show("Relative ionic displacement", shift_ang, 4, "angstrom")
show("Model nearest-neighbour distance", spacing_ang, 2, "angstrom")
show("Longitudinal energy if static constant is 10",
     E_T * np.sqrt((e_0 + 1) / e_inf), 2, "meV")
print("ALL CHECKS PASSED")
```

Running it gives:

```
Static dielectric constant: 9.0
Electronic dielectric constant: 4.0
Transverse energy: 40.0 meV
Ratio of dielectric constants: 2.250
Square root of ratio: 1.500
Longitudinal energy: 60.00 meV
Longitudinal energy, converted: 0.0600 eV
Dielectric function at longitudinal energy: 0.000000
Slip: square root omitted: 90.0 meV
Slip: ratio inverted: 26.7 meV
Lattice: cation mass: 64.0 u
Lattice: anion mass: 16.0 u
Lattice: volume per ion pair: 24.0 angstrom^3
Lattice: Born charge: 1.803 e
Lattice: static constant: 9.0000
Lattice: electronic constant: 4.0000
Lattice: transverse energy: 40.000 meV
Lattice: longitudinal energy: 60.000 meV
Lattice: dielectric function at 50 meV: -4.889
Second lattice: squared energy ratio: 4.70418
Second lattice: dielectric ratio: 4.70419
Two modes: second transverse energy: 50.0 meV
Two modes: lower longitudinal energy: 43.39 meV
Two modes: upper longitudinal energy: 69.13 meV
Phonon damping: 10.0 meV
Damped longitudinal energy: 59.79 meV
Carrier mass: 0.30 electron masses
Screened plasmon at 1e17 cm^-3: 10.7 meV
Screened plasmon at 1e18 cm^-3: 33.9 meV
Upper mode, 1e17 cm^-3, no scattering: 60.54 meV
Upper mode, 1e18 cm^-3, no scattering: 65.76 meV
Carrier mobility: 10.0 cm2/Vs
Carrier scattering energy: 386 meV
Mode, 1e18 cm^-3, with scattering: 60.10 meV
Its full width from carriers: 1.63 meV
Electronic oscillator energy: 3.0 eV
Longitudinal energy with dispersion: 59.995 meV
Wavevector for retardation test: 0.010 nm^-1
Retarded transverse energy: 39.959 meV
Softened transverse energy: 39.60 meV
Longitudinal energy after softening: 59.73 meV
Temperature: 300 K
Thermal energy: 25.85 meV
Longitudinal phonon occupation: 0.109
Applied macroscopic field: 1.0 MV/cm
Relative ionic displacement: 0.0037 angstrom
Model nearest-neighbour distance: 2.50 angstrom
Longitudinal energy if static constant is 10: 63.25 meV
ALL CHECKS PASSED
```
